# Why mean resistance does not characterize a localized wire: a numerical check

```python
"""
Resistance statistics of a single-mode wire with N random delta impurities.

Result under test, for uniform independent phases between impurities:
  mean of x = ln(1/T)  : N*c, with c = ln(1/T1)
  mean of 1/T          : (1 + ((1+R1)/(1-R1))**N)/2
  variance of x        : sum of 2*<Li2(R1*R_n)> over successive impurities
For weak impurities, with s = N*c = L/l, these become s, (1+exp(2s))/2 and
2s - pi^2/3 (long wire). Strong impurities do not give the factor two.
T, R = transmission and reflection of the wire; T1, R1 = of one impurity;
L = mean wire length; l = mean gap/c. Resistance 1/T is in units h/(2e^2).
Wires are computed from products of matrices acting on (psi, psi'/k).
"""
import numpy as np
from scipy import constants as const
from scipy.special import spence
from scipy.stats import kstest, skew

rng = np.random.default_rng(12345)
WIRES = 20000
ENERGY = 1.0          # eV
GAP_MIN = 10.0        # angstrom
HALF_WAVES = 4        # width of the gap distribution in half wavelengths
U_WEAK, U_STRONG = 0.8, 8.0   # eV angstrom
N_SHORT, N_LONG, N_STRONG = 240, 960, 200

h2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2
k = np.sqrt(ENERGY / h2_2m)
gap_width = HALF_WAVES * np.pi / k
gap_mean = GAP_MIN + gap_width / 2
bohr = const.physical_constants["Bohr radius"][0] * 1e10


def dilog(z):
    return spence(1 - z)


def impurity(u):
    """Dimensionless strength, reflection R1 and c = ln(1/T1)."""
    b = u / (2 * h2_2m * k)
    return b, b * b / (1 + b * b), np.log1p(b * b)


def sample_wires(u, lengths):
    """x for many wires, and the predicted variance, at chosen lengths."""
    b, r1, _ = impurity(u)
    m11, m12 = np.ones(WIRES), np.zeros(WIRES)
    m21, m22 = np.zeros(WIRES), np.ones(WIRES)
    inv_t = np.ones(WIRES)
    predicted, saved = 0.0, {}
    for n in range(1, max(lengths) + 1):
        predicted += 2 * np.mean(dilog(r1 * (1 - 1 / inv_t)))
        phase = k * (GAP_MIN + gap_width * rng.random(WIRES))
        co, si = np.cos(phase), np.sin(phase)
        m11, m21 = co * m11 + si * m21, co * m21 - si * m11
        m12, m22 = co * m12 + si * m22, co * m22 - si * m12
        m21 = m21 + 2 * b * m11
        m22 = m22 + 2 * b * m12
        inv_t = (2 + m11**2 + m12**2 + m21**2 + m22**2) / 4
        if n in lengths:
            saved[n] = (np.log(inv_t), predicted)
    return saved


def doubled_matrix(u):
    """Gap average of the Kronecker square of one transfer matrix."""
    b = impurity(u)[0]
    nodes, weights = np.polynomial.legendre.leggauss(80)
    total = np.zeros((4, 4))
    for node, weight in zip(nodes, weights):
        phase = k * (GAP_MIN + gap_width * (node + 1) / 2)
        co, si = np.cos(phase), np.sin(phase)
        step = np.array([[1, 0], [2 * b, 1]]) @ np.array([[co, si], [-si, co]])
        total += weight / 2 * np.kron(step, step)
    return total


def mean_from_matrices(u, n):
    vector = np.linalg.matrix_power(doubled_matrix(u), n) @ np.eye(2).ravel()
    return (2 + vector[0] + vector[3]) / 4


def mean_formula(u, n):
    r1 = impurity(u)[1]
    return (1 + ((1 + r1) / (1 - r1))**n) / 2


def normal_distance(x):
    return kstest((x - x.mean()) / x.std(), "norm").statistic


# Phase averages for one added impurity, by direct quadrature.
theta = 2 * np.pi * np.arange(4096) / 4096
for a in (0.2, 0.6, 0.9):
    factor = np.abs(1 - a * np.exp(1j * theta))**2
    eta = np.log(factor)
    assert abs(eta.mean()) < 1e-10
    assert abs((eta**2).mean() - 2 * dilog(a * a)) < 1e-9
    assert abs(factor.mean() - 1 - a * a) < 1e-10
    shift = (eta * factor).mean() / factor.mean()
    assert abs(shift - 2 * a * a / (1 + a * a)) < 1e-10

# Weak impurities: the cumulant generating function is quadratic in q.
r_small = 1e-4
factor = np.abs(1 - np.sqrt(r_small) * np.exp(1j * theta))**2
for q in (0.5, 1, 2, 3):
    # the remaining error is of order r_small * q**4
    assert abs(np.log((factor**q).mean()) / r_small - q * q) < 0.01

# Exact mean resistance: matrices averaged over gaps against the formula.
for u, n in ((U_WEAK, 1), (U_WEAK, 7), (U_WEAK, N_SHORT), (U_STRONG, 50)):
    assert abs(mean_from_matrices(u, n) / mean_formula(u, n) - 1) < 1e-8


def mean_growth(u):
    """Growth rate of ln<1/T> per impurity from the doubled matrix."""
    return np.log(max(abs(np.linalg.eigvals(doubled_matrix(u)))))


u_tiny = U_WEAK / 10
ratio_tiny = mean_growth(u_tiny) / impurity(u_tiny)[2]
assert abs(ratio_tiny - 2) < 1e-3   # correction is of order R1

# Direct sampling of wires.
b_w, r_w, c_w = impurity(U_WEAK)
b_s, r_s, c_s = impurity(U_STRONG)
weak = sample_wires(U_WEAK, (N_SHORT, N_LONG))
strong = sample_wires(U_STRONG, (N_STRONG,))
x_short, var_short = weak[N_SHORT]
x_long, var_long = weak[N_LONG]
x_strong, var_strong = strong[N_STRONG]
for x, pred, n, c in ((x_short, var_short, N_SHORT, c_w),
                      (x_long, var_long, N_LONG, c_w),
                      (x_strong, var_strong, N_STRONG, c_s)):
    assert abs(x.mean() - n * c) < 5 * x.std() / np.sqrt(WIRES)
    # sampling error of a variance is about 1 percent here
    assert abs(x.var() / pred - 1) < 0.05
assert normal_distance(x_long) < 0.03 and abs(skew(x_long)) < 0.1
assert normal_distance(x_strong) < 0.03
offset = 2 * dilog(r_w) * N_LONG - var_long
assert abs(offset - np.pi**2 / 3) < 0.3   # corrections of order R1

# A normal ln T does not fix the mean when impurities are strong.
growth_w, growth_s = mean_growth(U_WEAK), mean_growth(U_STRONG)
normal_w, normal_s = c_w + dilog(r_w), c_s + dilog(r_s)
assert abs(normal_w / growth_w - 1) < 0.03
assert normal_s - growth_s > 0.3

# Importance sampling: phases drawn in proportion to their share of 1/T.
x_tail, log_weight = np.zeros(WIRES), np.zeros(WIRES)
for n in range(1, N_SHORT + 1):
    a2 = r_w * -np.expm1(-x_tail)
    a = np.sqrt(a2)
    cosine = np.cos(2 * np.pi * rng.random(WIRES))
    flip = rng.random(WIRES) < (1 + 2 * a / (1 + a2) * cosine) / 2
    cosine = np.where(flip, -cosine, cosine)
    x_tail = x_tail + c_w + np.log(1 + a2 - 2 * a * cosine)
    x_tail = np.maximum(x_tail, 0.0)   # removes rounding below zero
    log_weight += c_w + np.log1p(a2)
    if n == N_SHORT // 2:
        center_half = np.average(x_tail, weights=np.exp(log_weight))
weight = np.exp(log_weight)
mean_true = mean_formula(U_WEAK, N_SHORT)
assert abs(weight.mean() / mean_true - 1) < 0.02
center = np.average(x_tail, weights=weight)
tail_rate = (center - center_half) / (N_SHORT - N_SHORT // 2)
tail_formula = c_w + 2 * r_w / (1 + r_w)
assert abs(tail_rate / tail_formula - 1) < 0.015
s = N_SHORT * c_w


def tail_probability(level):
    return np.mean(weight * np.exp(-x_tail) * (x_tail > level))


p_tail, p_direct = tail_probability(2 * s), np.mean(x_short > 2 * s)
assert abs(p_tail / p_direct - 1) < 0.35   # a few hundred direct events
order = np.argsort(x_tail)
share = np.cumsum(weight[order]) / weight.sum()
x_half = x_tail[order][np.searchsorted(share, 0.5)]
p_half = tail_probability(x_half)
batch_means = np.exp(x_short).reshape(-1, 100).mean(axis=1)
batch_ratio = np.median(batch_means) / mean_true
assert batch_ratio < 0.3

print("MODEL")
print(f"electron energy = {ENERGY:.1f} eV")
print(f"wave number k = {k:.4f} 1/angstrom")
print(f"smallest gap = {GAP_MIN:.1f} angstrom")
print(f"gap distribution width = {gap_width:.3f} angstrom")
print(f"mean gap = {gap_mean:.3f} angstrom")
print(f"wires sampled = {WIRES}")
print("WEAK IMPURITIES")
print(f"strength u = {U_WEAK:.1f} eV angstrom")
print(f"dimensionless strength b = {b_w:.4f}")
print(f"reflection R1 = {r_w:.5f}")
print(f"c = ln(1/T1) = {c_w:.5f}")
print(f"length l = {gap_mean / c_w:.1f} angstrom")
print(f"length l = {gap_mean / c_w / bohr:.0f} bohr")
print(f"impurities N = {N_SHORT}")
print(f"mean wire length L = {N_SHORT * gap_mean:.0f} angstrom")
print(f"s = L/l = {s:.3f}")
print(f"sampled mean of ln(1/T) = {x_short.mean():.3f}")
print(f"sampled variance of ln(1/T) = {x_short.var():.2f}")
print(f"variance from dilog sum = {var_short:.2f}")
print(f"2s - pi^2/3 = {2 * s - np.pi**2 / 3:.2f}")
print(f"typical resistance exp(s) = {np.exp(s):.3e} h/2e^2")
print(f"sampled median resistance = {np.exp(np.median(x_short)):.3e} h/2e^2")
print(f"exact mean resistance = {mean_true:.3e} h/2e^2")
print(f"weak-limit (1+exp(2s))/2 = {(1 + np.exp(2 * s)) / 2:.3e} h/2e^2")
print(f"mean/typical = {mean_true / np.exp(s):.0f}")
print(f"median 100-wire average / exact mean = {batch_ratio:.4f}")
print("RARE WIRES, SAME LENGTH")
print(f"1/T-weighted mean of ln(1/T) = {center:.2f}")
print(f"3s = {3 * s:.2f}")
print(f"weighted growth rate, sampled / c = {tail_rate / c_w:.3f}")
print(f"weighted growth rate, formula / c = {tail_formula / c_w:.3f}")
print(f"half the mean lies above ln(1/T) = {x_half:.2f}")
print(f"fraction of wires above it = {p_half:.1e}")
print(f"P(ln(1/T) > 2s), direct = {p_direct:.4f}")
print(f"P(ln(1/T) > 2s), importance = {p_tail:.4f}")
print("LONG WEAK WIRE")
print(f"impurities N = {N_LONG}, s = {N_LONG * c_w:.2f}")
print(f"variance/mean of ln(1/T) = {x_long.var() / x_long.mean():.3f}")
print(f"variance offset = {offset:.3f}; pi^2/3 = {np.pi**2 / 3:.3f}")
print(f"skewness = {skew(x_long):.3f}")
print(f"largest distance from normal CDF = {normal_distance(x_long):.4f}")
print("GROWTH RATES PER IMPURITY")
print(f"weak: ln mean resistance = {growth_w:.5f}")
print(f"weak: normal estimate = {normal_w:.5f}")
print(f"weak: mean rate / typical rate = {growth_w / c_w:.4f}")
print(f"u = {u_tiny:.2f} eV angstrom: same ratio = {ratio_tiny:.5f}")
print(f"strong: u = {U_STRONG:.1f} eV angstrom, R1 = {r_s:.4f}")
print(f"strong: typical rate c = {c_s:.4f}")
print(f"strong: ln mean resistance = {growth_s:.4f}")
print(f"strong: normal estimate = {normal_s:.4f}")
print(f"strong: mean rate / typical rate = {growth_s / c_s:.4f}")
print(f"strong: variance rate / c = {2 * dilog(r_s) / c_s:.4f}")
print(f"strong, N = {N_STRONG}: CDF distance = {normal_distance(x_strong):.4f}")
print("success")
```

Output:

```
MODEL
electron energy = 1.0 eV
wave number k = 0.5123 1/angstrom
smallest gap = 10.0 angstrom
gap distribution width = 24.529 angstrom
mean gap = 22.264 angstrom
wires sampled = 20000
WEAK IMPURITIES
strength u = 0.8 eV angstrom
dimensionless strength b = 0.2049
reflection R1 = 0.04030
c = ln(1/T1) = 0.04114
length l = 541.2 angstrom
length l = 1023 bohr
impurities N = 240
mean wire length L = 5343 angstrom
s = L/l = 9.873
sampled mean of ln(1/T) = 9.839
sampled variance of ln(1/T) = 16.21
variance from dilog sum = 16.32
2s - pi^2/3 = 16.46
typical resistance exp(s) = 1.940e+04 h/2e^2
sampled median resistance = 1.721e+04 h/2e^2
exact mean resistance = 1.274e+08 h/2e^2
weak-limit (1+exp(2s))/2 = 1.881e+08 h/2e^2
mean/typical = 6566
median 100-wire average / exact mean = 0.0703
RARE WIRES, SAME LENGTH
1/T-weighted mean of ln(1/T) = 27.43
3s = 29.62
weighted growth rate, sampled / c = 2.880
weighted growth rate, formula / c = 2.884
half the mean lies above ln(1/T) = 27.45
fraction of wires above it = 1.4e-05
P(ln(1/T) > 2s), direct = 0.0084
P(ln(1/T) > 2s), importance = 0.0092
LONG WEAK WIRE
impurities N = 960, s = 39.49
variance/mean of ln(1/T) = 1.841
variance offset = 3.286; pi^2/3 = 3.290
skewness = 0.002
largest distance from normal CDF = 0.0036
GROWTH RATES PER IMPURITY
weak: ln mean resistance = 0.08065
weak: normal estimate = 0.08185
weak: mean rate / typical rate = 1.9605
u = 0.08 eV angstrom: same ratio = 1.99958
strong: u = 8.0 eV angstrom, R1 = 0.8077
strong: typical rate c = 1.6486
strong: ln mean resistance = 2.2406
strong: normal estimate = 2.7389
strong: mean rate / typical rate = 1.3591
strong: variance rate / c = 1.3228
strong, N = 200: CDF distance = 0.0090
success
```
